# Mean resistance of a line with slowly varying width and height

## Problem

A metal line of length $L$ has a rectangular cross-section whose width $w(x)$ and height $h(x)$ vary randomly along the line. Write

$$w=w_0(1+a),\qquad h=h_0(1+b),\qquad \langle a\rangle=\langle b\rangle=0,$$

where angle brackets denote an average over many lines made in the same way. The statistics do not depend on $x$. The deviations are bounded, $|a|,|b|\le\delta<1$, and the resistivity $\rho$ is uniform. The reference is a line with the mean dimensions, $R_0=\rho L/(w_0h_0)$. The coefficients of variation are $C_w=\langle a^2\rangle^{1/2}$ and $C_h=\langle b^2\rangle^{1/2}$. The normalised covariance is

$$\kappa=\frac{\mathrm{cov}(w,h)}{w_0h_0}=\langle ab\rangle=r\,C_wC_h,$$

with $r$ the correlation coefficient. Note that $\kappa$ is normalised by the means, not by the standard deviations.

(a) The bottom of the line is flat, and its centre line is $y=c(x)$. Bound $R$ from both sides and find when $R\simeq\rho\int_0^L dx/(wh)$.

(b) Show that, to leading order, $\langle R\rangle/R_0-1=C_w^2+C_h^2+\kappa$, and bound the remainder.

(c) How small can this excess be when width and height are anticorrelated? What changes if the reference is a line of the mean area?

(d) Evaluate the excess for a line with $w_0=20$ nm, $h_0=40$ nm, $L=10$ µm, $C_w=0.08$, $C_h=0.05$ and $r=0.5$. All correlations along the line decay as $e^{-x^2/\xi^2}$, with $\xi=100$ nm. Compare the mean shift with the scatter between lines.

(e) Take the resistivity scale from molybdenum and estimate how a resistivity that depends on the local dimensions changes the answer.

## Solution

### (a) When the line is a series of slices

Let the ends be flat equipotential contacts. Two minimum principles bound the resistance.

For a fixed voltage $V$, the true potential $\phi_0$ minimises the dissipation $\rho^{-1}\int|\nabla\phi|^2d^3r$, whose minimum is $V^2/R$. To see this, add to $\phi_0$ a function $\eta$ that vanishes on the contacts. The cross term $\int\nabla\phi_0\cdot\nabla\eta\,d^3r$ becomes a surface integral. It vanishes because $\eta=0$ on the contacts and no current crosses the walls. What remains is the non-negative term in $|\nabla\eta|^2$.

Choose a trial potential that depends on $x$ alone, with slope $\phi'=V(wh)^{-1}/\int dx\,(wh)^{-1}$. Its dissipation is $V^2/[\rho\int dx/(wh)]$, which cannot be less than $V^2/R$. Hence

$$R\ \ge\ \rho\int_0^L\frac{dx}{wh}.$$

For a fixed current $I$, the true current density minimises $\rho\int|\mathbf j|^2d^3r$ among divergence-free fields that do not cross the walls, and the minimum is $I^2R$. Here the added field carries no net current. Its cross term with $\rho\mathbf j_0=-\nabla\phi_0$ reduces to the contact potentials times zero net current. Choose

$$j_x=\frac{I}{wh},\qquad j_y=j_x\left[c'+(y-c)\frac{w'}{w}\right],\qquad j_z=j_x\,z\,\frac{h'}{h}.$$

This field follows the walls $y=c\pm w/2$, $z=0$ and $z=h$. It is divergence-free, because $\partial_xj_x=-j_x(w'/w+h'/h)$ cancels $\partial_yj_y+\partial_zj_z$. Over the section, $y-c$ has mean zero and mean square $w^2/12$, while $z^2$ has mean $h^2/3$. Therefore

$$R\ \le\ \rho\int_0^L\frac{dx}{wh}\left(1+c'^2+\frac{w'^2}{12}+\frac{h'^2}{3}\right).$$

The bounds meet when the wall slopes are small. The slope terms must also be small compared with the excess sought in (b), which is itself small. Under that condition, "slowly varying" justifies $R\simeq\rho\int dx/(wh)$.

### (b) The mean excess

Dividing by $R_0$ and averaging gives

$$\frac{\langle R\rangle}{R_0}=\frac1L\int_0^L\left\langle\frac{1}{(1+a)(1+b)}\right\rangle dx=\left\langle\frac{1}{(1+a)(1+b)}\right\rangle,$$

since the average is the same at every $x$. The correlation length has dropped out of the mean, provided the variation remains slow. Expand each factor as a geometric series:

$$\frac1{1+a}=1-a+a^2-\dots,\qquad \frac1{1+b}=1-b+b^2-\dots$$

Their product, through second order, is

$$\frac1{(1+a)(1+b)}=1-a-b+a^2+b^2+ab+\dots$$

The term $ab$ is the product of the two linear terms, $(-a)(-b)$. It therefore has a positive sign and coefficient one. The linear terms average to zero, so

$$\boxed{\frac{\langle R\rangle}{R_0}-1=C_w^2+C_h^2+\kappa+\text{third order}}$$

The squares arise because $1/w$ is convex: a narrowing adds more resistance than a widening of the same size removes.

For the remainder, the terms of order $n$ are the $n+1$ products $a^jb^k$ with $j+k=n$, each at most $\delta^n$ in size. The remainder is thus bounded by

$$\sum_{n\ge3}(n+1)\delta^n=\frac{d}{d\delta}\left(\frac{\delta^4}{1-\delta}\right)=\frac{\delta^3(4-3\delta)}{(1-\delta)^2}.$$

In a numerical test with a skewed, bounded distribution, halving all deviations reduced the remainder by a factor of 7.89, close to the $2^3$ expected of a third-order term. If the statistics are unchanged under $(a,b)\to(-a,-b)$, all odd orders vanish and the first correction is of fourth order.

Boundedness matters. An untruncated Gaussian gives a finite probability density at $w=0$, where $\int dw/|w|$ diverges, so the mean resistance does not exist. Physically, such a line would be broken.

### (c) Anticorrelation and the choice of reference

Since $r\ge-1$,

$$C_w^2+C_h^2+rC_wC_h\ \ge\ C_w^2+C_h^2-C_wC_h=\left(C_h-\tfrac12C_w\right)^2+\tfrac34C_w^2\ \ge\ \tfrac34C_w^2.$$

The same argument with $w$ and $h$ exchanged gives $\tfrac34C_h^2$. The leading excess is therefore at least three quarters of the larger squared coefficient of variation. Anticorrelation can reduce it but cannot remove it. Equality requires $r=-1$ and one coefficient equal to half the other.

The mean area is $\langle wh\rangle=w_0h_0(1+\kappa)$. Relative to a line of this area, the mean excess is, to second order,

$$(1+\kappa)(1+C_w^2+C_h^2+\kappa)-1\simeq C_w^2+C_h^2+2\kappa=\langle(a+b)^2\rangle.$$

This is the squared coefficient of variation of the area. The covariance counts once or twice according to the reference.

A line of constant area $A$ but varying shape, $h=A/w$, shows the difference. In the slowly varying limit its resistance is $\rho L/A$, with no excess relative to its own area. To first order $b=-a$, so $C_h^2=C_w^2$ and $\kappa=-C_w^2$, and the result of (b) gives an excess $C_w^2$ relative to $R_0$. This is right, because $w_0h_0=A\langle w\rangle\langle1/w\rangle\simeq A(1+C_w^2)$ exceeds the true area. For a sinusoidal width variation of 5 % amplitude, $C_w^2=0.05^2/2$, or 0.125 %, and the directly computed excess is also 0.125 %.

### (d) Numbers for the line

The three contributions are

$$C_w^2=0.08^2=0.640\,\%,\qquad C_h^2=0.05^2=0.250\,\%,\qquad \kappa=0.5\times0.08\times0.05=0.200\,\%.$$

Their sum is 1.09 % of $R_0$. A direct average of $1/[(1+a)(1+b)]$ over Gaussian deviations, with each of the two independent components cut at about four standard deviations, gives 1.11 %.

The difference is the fourth-order term. With Gaussian moments it is

$$3C_w^4+3C_w^2\kappa+(C_w^2C_h^2+2\kappa^2)+3C_h^2\kappa+3C_h^4\simeq0.022\,\%.$$

The general bound from (b) is much weaker: with $\delta\simeq4\times0.08=0.32$ it is about 0.2, far above the excess itself. Here the accuracy rests on the symmetry and the small moments.

Changing only the correlation coefficient gives:

| $r$ | leading excess | direct average |
|---|---|---|
| $-1$ | 0.490 % | 0.499 % |
| $0$ | 0.890 % | 0.906 % |
| $+1$ | 1.290 % | 1.321 % |

**Wall slopes.** For the stated correlation, $\langle w'^2\rangle=2(C_ww_0)^2/\xi^2$, and likewise for $h$. If the two edges vary independently, $\langle c'^2\rangle=\langle w'^2\rangle/4$. The upper bound in (a) then adds about

$$\frac{\langle w'^2\rangle+\langle h'^2\rangle}{3}=\frac{2(1.6^2+2.0^2)}{3\times100^2}\simeq0.044\,\%$$

of $R_0$, or 4 % of the excess. A three-dimensional field calculation for a periodic line with the same coefficients of variation and a 400 nm wavelength gave an excess of 1.155 %, between the bounds 1.101 % and 1.156 %. The field value lies close to the upper bound, so for slow variation the slope term is nearly all a real addition, and the slice formula underestimates the mean by about that amount.

**Scatter between lines.** To first order, $\delta R/R_0=-L^{-1}\int(a+b)\,dx$. Its variance is

$$\frac{\langle(a+b)^2\rangle}{L^2}\int_0^L\!\!\int_0^Le^{-(x-x')^2/\xi^2}dx\,dx'\simeq(C_w^2+C_h^2+2\kappa)\frac{\sqrt\pi\,\xi}{L}\qquad(L\gg\xi),$$

because the inner integral is $\sqrt\pi\,\xi$ except near the ends. This gives $(0.0129\times1.772\times0.01)^{1/2}=1.51\,\%$. A simulation of 4000 random lines gave 1.55 %, and a mean excess of 1.11 %. The scatter is slightly above the first-order value because the higher-order terms of $1/[(1+a)(1+b)]$ steepen its response to the deviations.

A single 10 µm line can therefore easily have less resistance than $R_0$; the excess is a property of the average. The scatter falls as $L^{-1/2}$ while the mean shift does not depend on $L$. They become equal at $L\simeq10\,\text{µm}\times(1.51/1.09)^2\simeq19$ µm. In the opposite limit, $L\ll\xi$, each line has nearly constant dimensions and the first-order scatter approaches $\sqrt{0.0129}\simeq11\,\%$.

### (e) Resistivity that depends on the dimensions

In narrow lines, electrons scatter from walls and grain boundaries. If the dimensions vary slowly over a mean free path, a first-order local model is

$$\rho(w,h)=\rho_b\left(1+\frac{s_w}{w}+\frac{s_h}{h}\right).$$

Rough values for molybdenum are $\rho_b=5.3$ µΩ cm, a mean free path of 11 nm and a grain-boundary reflection of 0.3. Fully diffuse walls contribute $\tfrac38\times11\simeq4.1$ nm to both $s_w$ and $s_h$. If the grain size equals the local width, grain boundaries add $\tfrac32\times11\times0.3/0.7\simeq7.1$ nm to $s_w$. Since the mean free path is about half the width, the first-order form is only a rough guide here. At the mean dimensions, the bracket is $1+0.560+0.103=1.663$, so $\rho\simeq8.8$ µΩ cm and

$$R_0=\frac{88\ \Omega\,\text{nm}\times10^4\ \text{nm}}{20\ \text{nm}\times40\ \text{nm}}\simeq1.1\ \text{k}\Omega.$$

With this resistivity held uniform, the leading mean increase is about 12 Ω and the scatter about 17 Ω.

If the resistivity instead follows the local dimensions, terms $w^{-p}h^{-q}$ appear. Multiplying $(1+a)^{-p}=1-pa+\tfrac12p(p+1)a^2+\dots$ by the corresponding series in $b$ gives their relative excess:

$$E_{pq}=\tfrac12p(p+1)C_w^2+\tfrac12q(q+1)C_h^2+pq\,\kappa.$$

Here $E_{11}=1.09\,\%$, $E_{21}=2.57\,\%$ and $E_{12}=1.79\,\%$. Weighting them by their shares of the resistance,

$$\frac{1.09+0.560\times2.57+0.103\times1.79}{1.663}\,\%\simeq1.63\,\%.$$

The direct average gives 1.68 %, against 1.11 % for uniform resistivity. With surface scattering alone it gives 1.41 %. The reference in each case is a line with the mean dimensions and the resistivity belonging to them.

For these dimensions and the smooth Gaussian correlation with $\xi=100$ nm, letting the resistivity follow the local dimensions thus raises the excess by about half in this model, far more than the wall slopes do. The scatter between lines grows too, because narrow places then also have a higher resistivity. If the grain size does not follow the local width, the leading excess in the same first-order model rises by only about a fifth.

If the resistivity is uniform, a uniform temperature change cancels from the ratio. Uneven self-heating does not. Suppose that heat is lost locally, at a rate per unit length proportional to the temperature rise. The rise then varies as $1/(wh)$, like the heat produced per unit length. With a rise of 5 K at the mean dimensions and a rough temperature coefficient of 0.004 K$^{-1}$, the excess changes from 1.11 % to 1.16 %. This is only a rough estimate. Heat conduction along the line, neglected here, evens out the temperature over a length comparable to $\xi$ and lowers the value. A heat loss that falls where the section is smaller raises it; a local loss proportional to the perimeter gives about 1.19 %. A rise of 5 K also needs a high current density, of order tens of MA/cm$^2$ for a line in oxide.

The chosen $\xi=100$ nm describes long-wave variation. A shorter correlation length makes the walls steeper. At $\xi=25$ nm, with the amplitudes held fixed, the slope term grows sixteenfold to about 0.7 % of $R_0$. The bounds in (a) still hold, but they no longer fix the excess closely, and the field in the line must be solved. The shape of the correlation matters as well. For a cusped form such as $e^{-|x|/\xi}$, the mean square slope is set by the shortest wavelengths present, and the slopes can add several tenths of a per cent even at $\xi=100$ nm. Where the walls vary on the scale of the mean free path, a local resistivity is itself no longer justified. The numerical output below lists the computed values.

## Computed values

```
mean width 20 nm, mean height 40 nm
line length 10 um, correlation length 100 nm
rms width deviation 1.60 nm, rms height deviation 2.00 nm
coefficients of variation: width 0.080, height 0.050
correlation coefficient 0.50
squared CV of width 0.640 %
squared CV of height 0.250 %
normalised covariance 0.200 %
leading excess 1.090 %
direct average excess 1.113 %
leading excess against mean-area line 1.290 %
r = -1: leading 0.490 %, direct 0.499 %
r = +0: leading 0.890 %, direct 0.906 %
r = +1: leading 1.290 %, direct 1.321 %
remainder ratio on halving the deviations 7.89
smallest excess / larger squared CV 0.7501
constant-area line, 5 % width amplitude: excess 0.1252 %
same line, leading formula 0.1252 %
rough Mo bulk resistivity 5.3 uOhm cm, mean free path 11 nm
rough grain-boundary reflection 0.3
line resistivity at mean dimensions 8.81 uOhm cm
R0 1101.7 Ohm
leading mean increase 12.01 Ohm
leading mean resistance 1113.7 Ohm
number of simulated lines 4000, each also mirrored for the mean
simulated mean excess 1.111 %
line-to-line scatter: formula 1.51 %
line-to-line scatter: simulated 1.55 %
line-to-line scatter by formula 16.7 Ohm
neglected wall slopes add at most about 0.044 % of R0
excess with surface scattering 1.413 %
excess with surface and grain scattering 1.679 %
self-heating 5 K, rough temperature coefficient 0.004 1/K
excess with uneven self-heating 1.162 %
periodic line, wavelength 400 nm:
  slow formula excess 1.1011 %
  3D field solution excess 1.1546 %
  upper bound excess 1.1556 %
  share of the gap between the bounds 0.982
periodic line, wavelength 800 nm:
  slow formula excess 1.1011 %
  3D field solution excess 1.1146 %
  upper bound excess 1.1147 %
  share of the gap between the bounds 0.995
```
